# Polarization factor of YbF in N = 0 at 10 kV/cm

## The problem

An electron electric dipole moment (EDM) $d_e$ would shift the levels of a polar molecule such as YbF. For the electronic ground state the effect is described by

$$H_e=-d_eE_{\rm int}\,\boldsymbol\sigma\cdot\mathbf n ,$$

where $\boldsymbol\sigma$ holds the Pauli matrices of the unpaired electron and $\mathbf n$ is the unit vector along the molecular dipole. The internal field $E_{\rm int}$ is a parameter that sums up the relativistic electronic structure. Its magnitude is given as 26 GV/cm and is not calculated here. It is taken as positive; the other sign would reverse the order of the shifted levels without changing their separation.

The molecule is in its vibrational ground state and is treated as a rigid rotor with rotational constant $B$, a wavenumber, and dipole moment $D$. A static field $E=10$ kV/cm points along $z$. Use the rough measured sizes $D=3.9$ debye and $B=0.24\ \mathrm{cm^{-1}}$. Centrifugal distortion, polarizability and magnetic fields are left out. The label $N=0$ means the state that grows continuously out of the field-free state $N=0$, $M=0$; in the field, $N$ is no longer conserved.

The ytterbium isotope is taken to have no nuclear spin, as for $^{174}$Yb. The electron spin and the fluorine nuclear spin, both 1/2, then combine to $F=1$ or $F=0$ in this state. Spin couplings are neglected beside the rotational energy until part (f), but their splittings are taken to be much larger than the EDM energy.

## (a) What the EDM term becomes

**Question.** Average $H_e$ over the rotor state. Which hyperfine levels shift linearly in $d_e$, and what happens without an applied field?

**Answer.** The rotor state has $M=0$, so its wave function $\psi(\theta)$ does not depend on the azimuth $\varphi$. The components of the axis are

$$n_x=\sin\theta\cos\varphi,\qquad n_y=\sin\theta\sin\varphi,\qquad n_z=\cos\theta .$$

The integrals of $\cos\varphi$ and $\sin\varphi$ over a full turn vanish, so $\langle n_x\rangle=\langle n_y\rangle=0$. To first order in $H_e$ there remains

$$\langle H_e\rangle=-d_e\,\eta E_{\rm int}\,\sigma_z,\qquad \eta=\langle\cos\theta\rangle .$$

The number $\eta$ is the polarization factor, and $\eta E_{\rm int}$ is the reduced internal field.

The states $F=1$, $m_F=\pm1$ have both spins up or both down, so $\sigma_z=\pm1$. Their shifts are $\mp d_e\eta E_{\rm int}$, and they separate by

$$\Delta W=2d_e\eta E_{\rm int}.$$

The two $m_F=0$ states are $(|{\uparrow\downarrow}\rangle\pm|{\downarrow\uparrow}\rangle)/\sqrt2$. In each of them $\langle\sigma_z\rangle=0$, so there is no linear shift. The operator $\sigma_z$ does connect them. If their hyperfine separation is $\Delta$, second-order perturbation theory gives shifts of size $(d_e\eta E_{\rm int})^2/\Delta$, which are negligible when $\Delta\gg d_e\eta E_{\rm int}$.

The splitting of the $m_F=\pm1$ pair is a symmetry test. Reflection in a plane containing $z$ leaves the electric field unchanged and exchanges $m_F=+1$ with $m_F=-1$. A Hamiltonian that respects reflection therefore keeps the pair degenerate. But $\mathbf n$ is a polar vector and $\boldsymbol\sigma$ an axial one, so $\boldsymbol\sigma\cdot\mathbf n$ changes sign under reflection and can split the pair. It also changes sign under time reversal, which reverses the spin but not the molecular axis.

Without an applied field the rotor state is isotropic and $\eta=0$. The internal field is still present in the molecule, but its direction averages to zero. Reversing the applied field replaces $\theta$ by $\pi-\theta$ in the state, so $\eta$ changes sign.

## (b) The rotor equations

**Question.** Write the Stark problem in dimensionless form, find the matrix elements of $\cos\theta$ for $M=0$, and evaluate the field parameter.

**Answer.** The energy of the dipole in the field is $-DE\cos\theta$. Dividing the Hamiltonian by $hcB$ gives

$$\frac{H}{hcB}=\mathbf N^2-\lambda\cos\theta,\qquad \lambda=\frac{DE}{hcB},$$

with $\mathbf N$ in units of $\hbar$. Put $x=\cos\theta$. The normalized $M=0$ functions on $-1\le x\le1$ are $\Theta_N=\sqrt{(2N+1)/2}\,P_N(x)$. The Legendre recurrence is

$$xP_N=\frac{(N+1)P_{N+1}+NP_{N-1}}{2N+1}.$$

Multiply by $\sqrt{(2N+1)/2}$ and replace $P_{N+1}$ by $\sqrt{2/(2N+3)}\,\Theta_{N+1}$. The coefficient of $\Theta_{N+1}$ in $x\Theta_N$ is

$$a_N=\langle N+1|\cos\theta|N\rangle=\frac{N+1}{\sqrt{(2N+1)(2N+3)}} .$$

The element from $N$ to $N-1$ is $a_{N-1}$, because $\cos\theta$ is real and symmetric. All other elements vanish. With $\psi=\sum_Nc_N\Theta_N$ and energy $\varepsilon$ in units of $hcB$, the eigenvalue equation becomes

$$[N(N+1)-\varepsilon]c_N=\lambda\left(a_{N-1}c_{N-1}+a_Nc_{N+1}\right),$$

where the term with $c_{-1}$ is absent.

For the numbers, 1 debye is $10^{-21}/c$ in C m when $c$ is in m/s, and 10 kV/cm is $10^6$ V/m. This gives $DE/(hc)=0.6549\ \mathrm{cm^{-1}}$, so

$$\lambda=\frac{0.6549}{0.24}=2.729 .$$

The Stark energy exceeds the rotational constant, which already casts doubt on a weak-field treatment. More digits are carried below than the inputs deserve, so that the arithmetic can be followed.

## (c) The ground energy

**Question.** Eliminate the amplitudes to obtain one equation for $\varepsilon$. Identify the ground-state root, solve for it by iteration, and explain the rate of convergence.

**Answer.** Let $r_N=c_N/c_{N-1}$. Dividing the equation for $N\ge1$ by $c_N$ and solving for $r_N$ gives

$$r_N=\frac{\lambda a_{N-1}}{N(N+1)-\varepsilon-\lambda a_Nr_{N+1}} .$$

Define $T_N=\lambda a_{N-1}r_N$. Then

$$T_N=\frac{\lambda^2a_{N-1}^2}{N(N+1)-\varepsilon-T_{N+1}},\qquad \varepsilon=-T_1\equiv f(\varepsilon).$$

The second relation is the $N=0$ equation. At large $N$ the normalizable solution has $r_N\approx\lambda/(2N^2)$, so the chain can be started with $T_N=0$ at a sufficiently high $N$.

To identify the root, write the mean energy for real amplitudes:

$$\langle H\rangle/(hcB)=\sum_NN(N+1)c_N^2-2\lambda\sum_Na_Nc_Nc_{N+1}.$$

Replacing every $c_N$ by $|c_N|$ cannot raise it, so a ground state exists with no negative amplitude. None of its amplitudes can be zero: the recurrence would then force both neighbours to vanish, and so on along the chain. Any other eigenvector is orthogonal to this positive one and must have amplitudes of both signs. The ground state is therefore the root for which all $r_N$, and hence all denominators, are positive.

The slope of $f$ follows by differentiating $T_N$. Its denominator equals $\lambda a_{N-1}/r_N$, so

$$\frac{dT_N}{d\varepsilon}=r_N^2\left(1+\frac{dT_{N+1}}{d\varepsilon}\right).$$

Repeated use from $N=1$ gives $r_1^2+r_1^2r_2^2+\cdots$, which is the sum of $c_N^2/c_0^2$ over $N\ge1$. For normalized amplitudes at the root,

$$f'(\varepsilon)=-\frac{1-c_0^2}{c_0^2}.$$

Near the root, each iteration multiplies the error by this number. Iteration converges there if $c_0^2>1/2$, and the negative sign makes successive values fall on alternate sides. The condition holds for $\lambda$ below about 6.8, or 25 kV/cm with the present constants; at stronger fields the root must be found by bracketing or by diagonalization.

Starting from $\varepsilon=-1$, the values are

$$-0.9158,\quad-0.9465,\quad-0.9350,\quad-0.9393,\quad-0.9377,\quad-0.9383 .$$

They close in on $\varepsilon=-0.93812$. The slope there is $-0.370$, so each step removes about 63% of the remaining error.

One pass through the fraction at this energy shows its structure. The squared couplings $\lambda^2a_N^2$ for $N=0,1,2,3$ are 2.4819, 1.9855, 1.9146 and 1.8910. Neglecting $T_5$,

$$T_4=\frac{1.8910}{20.9381}=0.0903,\qquad
T_3=\frac{1.9146}{12.9381-0.0903}=0.1490,$$

$$T_2=\frac{1.9855}{6.9381-0.1490}=0.2925,\qquad
T_1=\frac{2.4819}{2.9381-0.2925}=0.9381 .$$

The last value is $-\varepsilon$, as required. In ordinary units the level lies $0.938\times0.24=0.225\ \mathrm{cm^{-1}}$ below the field-free state.

## (d) The polarization factor

**Question.** Find the amplitudes, the polarization factor and the reduced internal field. Show how the same factor follows from the energy alone.

**Answer.** The ratios are $r_N=T_N/(\lambda a_{N-1})$. With $a_0=0.57735$, the first is

$$r_1=\frac{0.93812}{2.7287\times0.57735}=0.5955 .$$

In the same way $r_2=0.2076$ and $r_3=0.1077$. Relative to $c_0$, the next three amplitudes are therefore 0.5955, 0.1236 and 0.0133. Normalization gives

$$c_0^2=\frac{1}{1+0.3546+0.0153+0.0002}=0.730 ,$$

and the amplitudes are

$$c_0=0.8543,\quad c_1=0.5087,\quad c_2=0.1056,\quad c_3=0.0114 .$$

The state is about 73% $N=0$, 26% $N=1$ and 1% $N=2$.

Since $\cos\theta$ connects neighbouring $N$, each pair enters its mean value twice:

$$\eta=2\sum_Na_Nc_Nc_{N+1}=0.5019+0.0555+0.0012=0.5586 .$$

These three terms come from the pairs $(0,1)$, $(1,2)$ and $(2,3)$. The $N=2$ weight is small, but its contribution is not, because the mean value contains the product $c_1c_2$ rather than $c_2^2$.

The reduced field is

$$\eta E_{\rm int}=0.5586\times26\ \mathrm{GV/cm}=14.5\ \mathrm{GV/cm}.$$

For the second route, differentiate $\varepsilon=\langle\psi|H|\psi\rangle/(hcB)$ with respect to $\lambda$. The terms from the change of $\psi$ add up to $\varepsilon\,d\langle\psi|\psi\rangle/d\lambda$, which is zero by normalization. The explicit dependence on $\lambda$ leaves

$$\frac{d\varepsilon}{d\lambda}=-\langle\cos\theta\rangle=-\eta .$$

Solving the continued fraction at $\lambda\pm0.001$ and taking the central difference also gives $\eta=0.5586$. The polarization factor is thus minus the slope of the Stark energy $\varepsilon$ against $\lambda$, and the induced laboratory dipole is $\eta D$.

## (e) Approximations and limits

**Question.** Find the weak-field expansion through $\lambda^3$, the result of keeping two rotor states, and the leading strong-field law. How do they fare at 10 kV/cm?

**Answer.** In a weak field, $\varepsilon\approx-\lambda^2/6$ and $T_2\approx(4\lambda^2/15)/6=2\lambda^2/45$. Insert these in the denominator of $T_1$:

$$\varepsilon\approx-\frac{\lambda^2/3}{2+\lambda^2/6-2\lambda^2/45}
=-\frac{\lambda^2/3}{2+11\lambda^2/90}
\approx-\frac{\lambda^2}{6}+\frac{11\lambda^4}{1080}.$$

Taking minus the derivative,

$$\eta=\frac{\lambda}{3}-\frac{11\lambda^3}{270}+\cdots .$$

At $\lambda=2.729$ the linear term is 0.910 and the cubic correction is $-0.828$. A correction nearly as large as the leading term shows that this expansion is of no use here.

With only $N=0$ and $N=1$ kept, $T_2=0$ and

$$\varepsilon(2-\varepsilon)=-\frac{\lambda^2}{3},\qquad
\varepsilon=1-\sqrt{1+\lambda^2/3}.$$

The minus sign selects the lower level. The derivative relation also holds for this finite matrix, so

$$\eta_2=\frac{\lambda/3}{\sqrt{1+\lambda^2/3}}=\frac{0.910}{\sqrt{3.482}}=0.487 .$$

This is 13% below the converged value and would give a reduced field of 12.7 GV/cm. However strong the field, $\eta_2$ stays below $1/\sqrt3$: two states cannot describe a sharply aligned axis. Diagonalization with $N$ up to 2 gives 0.556, and with $N$ up to 3 gives 0.559.

In a strong field the axis stays near $\theta=0$. Use two small coordinates $u,v$ with $\theta^2=u^2+v^2$. Then $\cos\theta\approx1-\theta^2/2$, and the rotational energy becomes a flat Laplacian:

$$\frac{H}{hcB}\approx-\lambda-\frac{\partial^2}{\partial u^2}-\frac{\partial^2}{\partial v^2}+\frac{\lambda}{2}(u^2+v^2).$$

For $-d^2/du^2+ku^2$, the function $e^{-\sqrt k\,u^2/2}$ is the ground state with energy $\sqrt k$. Here $k=\lambda/2$, and two such oscillators contribute $2\sqrt{\lambda/2}=\sqrt{2\lambda}$. Hence

$$\varepsilon\approx-\lambda+\sqrt{2\lambda},\qquad
\eta\approx1-\frac1{\sqrt{2\lambda}} .$$

The missing polarization is the zero-point swing of the axis about the field. At 10 kV/cm this law gives 0.572, only 2% above the converged value. The agreement is better than the derivation can promise: the oscillator has $\langle\theta^2\rangle=\sqrt{2/\lambda}=0.86$, a root-mean-square angle of about 53 degrees, which is not small.

## (f) Use and reliability of the result

**Question.** How does the reduced field change with the applied field? What EDM splitting would $d_e=10^{-29}\ e\,\mathrm{cm}$ produce at 10 kV/cm? How far do the rounded inputs and the neglected spin couplings affect the answer?

**Answer.** Diagonalizing the rotor matrix with $N$ up to 25 at other fields gives:

| Applied field (kV/cm) | $\eta$ | Reduced field (GV/cm) |
|---:|---:|---:|
| 5 | 0.379 | 9.9 |
| 10 | 0.559 | 14.5 |
| 20 | 0.694 | 18.0 |
| 50 | 0.808 | 21.0 |

Doubling the field from 5 to 10 kV/cm raises the reduced field by 47%; the next doubling adds 24%. The strong-field law explains the slow approach to 26 GV/cm, since the missing fraction falls only as $E^{-1/2}$. By that law, $\eta=0.9$ needs $\lambda=50$, or about 180 kV/cm.

For the chosen EDM, the frequency splitting of the $m_F=\pm1$ pair is

$$\frac{\Delta W}{h}=\frac{2d_e\eta E_{\rm int}}{h}
=\frac{2(10^{-29}\ e\,\mathrm{cm})(14.5\times10^9\ \mathrm{V/cm})}{h}
\approx70\ \mu\mathrm{Hz}.$$

Full polarization would make it larger by the factor $1/\eta\approx1.8$. Because $\eta$ is odd in $E$, reversing the applied field reverses the sign of the energy difference between $m_F=+1$ and $m_F=-1$.

The inputs are rounded to two figures. Recomputing $\eta$ at the four combinations of $D=3.9\pm0.05$ debye and $B=0.24\pm0.005\ \mathrm{cm^{-1}}$ gives values from 0.551 to 0.566, or 14.3 to 14.7 GV/cm. This range covers rounding alone. A relative error in the given 26 GV/cm passes unchanged into the reduced field, and it is the larger uncertainty: later relativistic coupled-cluster calculations give values near 23 GV/cm, about 10% lower.

Spin couplings can mix in rotor states with $M\ne0$, accompanied by a flipped spin. The transverse part $\sigma_xn_x+\sigma_yn_y$ of the EDM term, which averaged to zero in part (a), can then contribute to the splitting. To gauge this, add

$$H_s=\kappa\left[\mathbf N\cdot\mathbf S+\mathbf I\cdot\mathbf S+(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)\right],\qquad \kappa=0.02\,hcB,$$

where $\mathbf S$ and $\mathbf I$ are the electron and nuclear spins in units of $\hbar$. The common strength $\kappa$ is a round trial value, not a set of YbF constants. The full matrix, with all $M$ and $N$ up to 7, was diagonalized with a small EDM term $d_eE_{\rm int}=10^{-5}hcB$. Dividing the splitting of the $m_F=\pm1$ pair by $2d_eE_{\rm int}$ gives 0.562 instead of 0.559, a change of 0.6%. The increase comes from the transverse part; the mean of $\cos\theta$ itself hardly changes. The direction of the change depends on the signs chosen: the $\mathbf N\cdot\mathbf S$ term alone gives about $+0.8\%$, the $(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)$ term about $-0.2\%$, and $\mathbf I\cdot\mathbf S$ alone nothing. Over all choices of sign the change lies between about $-0.9\%$ and $+0.9\%$. Couplings of 2% of $B$ thus change the factor by less than 1% in this model, in either direction. The simple separation of rotor and spin would fail if they became comparable with the rotational spacing.
